The Wichmann-Kroll potential at large distance and its level shifts, part 1

(Sections cited here and not found follow in the second part.)

The system is one electron bound to a static, spherically symmetric nucleus of charge Z and infinite mass. Fields are Gaussian, so that a charge Z produces Z/r² and the free static Lagrangian density is (E² − B²)/8π. The algebra is in atomic units, ħ = m = e = 1, where m is the electron mass and e the elementary charge. Then c = 1/α, the reduced Compton length is ƛ = ħ/mc = α, the rest energy is mc² = α⁻², and the critical field is m²c³/eħ = c³. The electron has charge −1. The vacuum loop itself is computed with ħ = c = 1, where e² = α, and converted afterwards. The dimensionless field strength is ε = eE/m², which is E/c³ in atomic units.

The one-loop polarization of the vacuum by the nucleus, felt by the electron to first order in its own charge, is a series in odd powers of Z. The term linear in Z is the Uehling potential. The terms in Z³, Z⁵, … form the Wichmann-Kroll potential. The statement to be derived concerns the Z³ term at r ≫ ƛ:

V_WK(r) = +2α⁷Z³/(225π r⁵),   (1)

which reads 2α(Zα)³/(225π m⁴r⁵) when ħ = c = 1. The two forms agree because α(Zα)³ · mc² · (ƛ/r)⁵ = α⁴Z³ · α⁻² · α⁵/r⁵. The restriction to first order in the electron's charge is part of the statement, and the terms it leaves out are estimated below.

The Euler-Heisenberg Lagrangian is the one-loop vacuum Lagrangian for a uniform field, and its purely electric part can be obtained from the energy of the Dirac sea in a uniform magnetic field. Take ħ = c = 1, M = m², b = eB > 0, with B along z. Squaring the Dirac Hamiltonian gives m² + π² ∓ b, where π is the kinetic momentum and the last term is the spin coupling from the commutator [π_x, π_y]. The transverse part of π² is an oscillator with eigenvalues (2n′+1)b, so the energies are ±√(M + p² + 2nb), with n = 0, 1, 2, … and p the momentum along z. The level n = 0 arises once (n′ = 0, favourable spin) and each n ≥ 1 twice, so g₀ = 1 and gₙ = 2. Each level holds b/2π states per unit area, and there are dp/2π states per unit length. The filled negative-energy states have energy density −(b/4π²)∫dp Σgₙ√(M+p²+2nb). For a static magnetic field the Lagrangian density is minus the energy density, as the free terms ∓B²/8π show, so

L₁ = (b/4π²) ∫dp Σₙ gₙ √(M + p² + 2nb).

This diverges, but three derivatives with respect to M cure it. One has ∂³√X/∂X³ = (3/8)X^(−5/2), and with p = √A tan θ the integral ∫dp (A+p²)^(−5/2) = A⁻²∫cos³θ dθ = 4/(3A²). The product of the two factors is 1/2, so

∂³L₁/∂M³ = (b/8π²) Σₙ gₙ (M + 2nb)⁻².   (2)

Write A⁻² = ∫₀^∞ ds s e^(−As). With q = e^(−2bs) the level sum is geometric, 1 + 2q/(1−q) = (1+q)/(1−q) = coth bs, and

∂³L₁/∂M³ = (1/8π²) ∫₀^∞ ds e^(−Ms) bs coth bs.

The expansion of y = x coth x follows from coth′ = 1 − coth², which gives x y′ = y + x² − y². Inserting y = 1 + y₂x² + y₄x⁴ + y₆x⁶ and matching powers gives 2y₂ = 1 − y₂, then 4y₄ = −y₄ − y₂², then 6y₆ = −y₆ − 2y₂y₄, so

x coth x = 1 + x²/3 − x⁴/45 + 2x⁶/945 − …

Integrating three times in M turns e^(−Ms) into −e^(−Ms)/s³. The first two terms of the expansion then diverge at s = 0. The term 1 is independent of the field and is dropped. The term (bs)²/3 is proportional to B², has the form of the free Lagrangian, and is absorbed in the definition of the observed charge. The remaining terms converge, and their integration constants vanish because the nonlinear response of the vacuum must disappear as M → ∞. Hence

L₁ = −(1/8π²) ∫₀^∞ ds s⁻³ e^(−Ms) [bs coth bs − 1 − (bs)²/3].

For uniform fields L₁ can depend only on the invariants B² − E² and (E·B)². Every field in this problem is electrostatic, so E·B = 0, and order by order in the field the electric result follows from B² → −E². This turns x coth x into x cot x = 1 − x²/3 − x⁴/45 − 2x⁶/945 − …. Rescaling s by M gives L₁ = m⁴f(ε), with

f(ε) = −(1/8π²) ∫₀^∞ ds s⁻³ e^(−s) [εs cot εs − 1 + (εs)²/3].   (3)

Term by term, ∫s e^(−s)ds = 1 and ∫s³e^(−s)ds = 6, so the quartic coefficient is 1/(8·45π²) and the sextic one is 2·6/(8·945π²):

f(ε) = ε⁴/(360π²) + ε⁶/(630π²) + …   (4)

The poles of cot εs at s = π/ε, 2π/ε, … give (3) an imaginary part of order ε²e^(−π/ε). At leading order in this exponential, twice the imaginary part of L₁ is the rate of pair creation per unit volume. It has no power series at ε = 0 and plays no part in weak fields. The quartic term is α²E⁴/(360π²m⁴). In Heaviside-Lorentz fields, where E² is smaller by 4π, it becomes 2α²E⁴/(45m⁴), the E·B = 0 part of the familiar weak-field form. The numerical check tests both coefficients without the proper-time integral: it evaluates the level sum (2) at six small fields, fits even powers of b, and finds the denominators 360 and 630.

In atomic units the prefactor is m⁴c⁵/ħ³ = c⁵, so

L = E²/8π + c⁵f(E/c³) = E²/8π + α⁷E⁴/(360π²) + α¹³E⁶/(630π²) + …   (5)

Applying (5) to the Coulomb field assumes that the field is locally uniform, meaning that it changes little over the length ƛ on which a virtual pair extends. Since E ∝ r⁻², this is the condition r ≫ ƛ. The corrections are terms with gradients of E. Those quadratic in E are the momentum expansion of the linear polarization. They can be written through ∇·E, which vanishes away from the nucleus, so they leave no power-law tail. Those quartic in E need an even number of gradients to form a scalar, so the first has the form α⁹E²(∂E)². It is of the same order Z³ in the potential and smaller than (1) by a pure number times (ƛ/r)². That number is not contained in (3) and is not derived here. The large-r expansion of the full Z³ potential gives it as (59/1323)/(2/225) = 5.02.

With E = −∇φ, the static action ∫(L − ρφ)d³r is stationary when ∇·D = 4πρ, where D = 4π∂L/∂E and ρ is the nuclear charge density. From (5),

D = E + 4πc²f′(E/c³) = E + 2α⁷E³/(45π) + 4α¹³E⁵/(105π) + …,

the factors being 4π·4/(360π²) = 2/(45π) and 4π·6/(630π²) = 4/(105π). Spherical symmetry and Gauss's law give D = Z/r² outside the nucleus, whatever happens at small r. To first order in the loop, E may be replaced by D in the nonlinear terms. The error is of relative size 3·2α⁷E²/45π = (2α/15π)ε², one power of α higher and therefore of two-loop order. Then

E = Z/r² − 2α⁷Z³/(45π r⁶) − 4α¹³Z⁵/(105π r¹⁰) − …   (6)

The potential that vanishes at infinity is φ(r) = ∫_r^∞E dr′, and the electron's energy is −φ = −Z/r + ∫_r^∞(D − E)dr′. With ∫_r^∞r′⁻⁶dr′ = 1/5r⁵ and ∫_r^∞r′⁻¹⁰dr′ = 1/9r⁹,

δV(r) = 2α⁷Z³/(225π r⁵) + 4α¹³Z⁵/(945π r⁹) + …   (7)

The first term is (1). The ratio of the second to the first is (4/945)(225/2)(α³Z/r²)² = (10/21)ε², with ε = Zα(ƛ/r)². It falls as (ƛ/r)⁴ and so matters less than the gradient correction at large r. Only odd powers of Z appear because f is even in ε, which is charge-conjugation symmetry. The derivation used only the charge enclosed within r, so (1) does not depend on the nuclear radius, and for an electron outside a rigid spherical ionic core Z in (1) is the net charge of the core. A real core is also polarized by the electron, and that r⁻⁴ attraction is far larger than (1).

The program tests (7) against the unexpanded function (3), integrating along a ray rotated into the complex s plane to avoid the poles. For Z = 58 at r = 3ƛ = 0.0115848 Å it finds 3.29546 × 10⁻³ eV, against 3.29198 × 10⁻³ eV from the r⁻⁵ term. The difference, 3.48 × 10⁻⁶ eV, matches the r⁻⁹ term, 3.467 × 10⁻⁶ eV, within the asserted 1% of that term. This checks the algebra of the uniform-field approximation. It is no statement about the true potential at 3ƛ, where the gradient parameter (ƛ/r)² is 1/9 and the full Z³ potential is about twice the r⁻⁵ term.

The sign has a plain electrostatic meaning. The total charge inside radius r is r²E, so by (6) the induced charge there is Q(r) = −2α⁷Z³/(45π r⁴). It is negative and tends to zero as r → ∞, so the nonlinear term does not alter the charge seen at infinity. Its density is

ρ_ind = (1/4πr²) dQ/dr = +2α⁷Z³/(45π² r⁷),

which the program confirms from Poisson's equation. The tail carries charge of the sign of the nucleus, and since the total is zero an equal negative charge lies at r ≲ ƛ, where (5) does not apply. An electron at r has left the positive shell beyond r outside its sphere and sees a nucleus weakened by |Q(r)|. Equivalently, f′(ε)/ε is positive in weak fields, so the vacuum there has a dielectric constant D/E above one, which reduces the field of a fixed charge. The attraction is weakened, so the correction is repulsive. For a positive probe charge both the Coulomb term and (1) change sign.

A second route shows which terms (1) keeps. The energy of fixed charges is U = ∫(ρφ − L)d³r at the stationary φ. This is correct because δU = ∫φ δρ when the charges vary, and for the free L it gives E²/4π − E²/8π = E²/8π. Since U is stationary in φ, adding L₁ changes it to first order by δU = −∫L₁d³r evaluated on the unperturbed field E_N + E_e of nucleus and electron. Expanding (E_N² + 2E_N·E_e + E_e²)², the interaction terms are

4E_N² E_N·E_e + [2E_N²E_e² + 4(E_N·E_e)²] + 4E_e² E_N·E_e.

Put the nucleus at the origin and the electron at R, so E_N = Z r̂/r² and E_e = −(r − R)/|r − R|³. The first term gives

δU = −(α⁷/360π²) · 4Z³ · (−1) · ∫dr r⁻⁶ Φ(r),

where Φ(r) is the flux of (r − R)/|r − R|³ through the sphere of radius r, the factor r² of the volume element being part of the flux. Gauss's theorem gives Φ = 0 for r < R and Φ = 4π for r > R, so the integral is 4π/5R⁵, and δU = 16πα⁷Z³/(1800π²R⁵) = 2α⁷Z³/(225πR⁵), as in (1). The program does the angular and radial integrals numerically for R = 1 and finds 2.51327 outside, which is 4π/5, and zero within its tolerance for the shells from 0.1 to 1. The strong-field region near the nucleus cannot contribute, since the true polarization there is still radial and spherically symmetric, and the vanishing flux removes it shell by shell.

The last term is the mirror image of the first, with the roles of the charges exchanged, and is smaller by Z⁻². The bracket behaves differently. Near the nucleus E_e is nearly uniform, of size 1/R², the angular average of cos²θ is 1/3, and the bracket averages to (2 + 4/3)Z²/(r⁴R⁴). The program obtains 3.33369 for this factor 10/3 from a finite difference of |E|⁴ on a thin shell. The radial integral 4π∫_a dr r⁻² = 4π/a diverges at small a, and the same happens at the electron, where E_N is uniform. Cutting both at a = ƛ = α gives the size

2 · (α⁷/360π²) · (40π/3) Z²/(αR⁴) = 2α⁶Z²/(27πR⁴).   (8)

The integral is dominated by the region where (5) fails, so (8) is an order of magnitude and fixes neither coefficient nor sign. Its form does follow: a vacuum polarized near one charge responds quadratically to the field of the other, like a polarizability, with range R⁻⁴. Relative to (1) it scales as R/(Zα), which on an orbit R ≈ n²/Z is n²/(Z²α). In the counting by powers, (8) is of order α²(Zα)⁶mc² in the levels and belongs to the two-loop corrections, while (1) is of order α(Zα)⁸mc². The potential (1) is thus the longest-ranged part of one-loop vacuum polarization by the nucleus, and it is not the longest-ranged QED interaction.

The level shift in first-order perturbation theory is ΔE_WK = (2α⁷Z³/225π)⟨r⁻⁵⟩. For Schrödinger states scaling gives ⟨r^s⟩ = Z^(−s) times its value at Z = 1, which the Kramers recursion supplies. Let u(r) be the normalized reduced radial function, Λ = l(l+1), and u″ = Wu with W = Λ/r² − 2/r + 1/n². Define K = ∫r^s u′²dr. Multiply the radial equation by r^s u and integrate by parts twice, using uu′ = (u²)′/2:

∫r^s u u″dr = −K + ½s(s−1)⟨r^(s−2)⟩ = Λ⟨r^(s−2)⟩ − 2⟨r^(s−1)⟩ + ⟨r^s⟩/n².

Multiply it instead by r^(s+1)u′. The left side is ½∫r^(s+1)(u′²)′dr = −½(s+1)K, and the right side is −½∫(r^(s+1)W)′u²dr, so

(s+1)K = (s−1)Λ⟨r^(s−2)⟩ − 2s⟨r^(s−1)⟩ + (s+1)⟨r^s⟩/n².

The boundary terms behave as r^(s+1+2l) at the origin and vanish for s > −2l − 1. Take K from the first relation, multiply it by s+1, subtract the second and multiply by −½. The coefficient of ⟨r^(s−2)⟩ becomes sΛ − s(s²−1)/4, and 4Λ + 1 = (2l+1)², so

(s+1)⟨r^s⟩/n² − (2s+1)⟨r^(s−1)⟩ + (s/4)[(2l+1)² − s²]⟨r^(s−2)⟩ = 0.   (9)

The starting value comes from the Hellmann-Feynman theorem with l as a continuous parameter at fixed n_r = n − l − 1. The energy −1/2n² has derivative 1/n³, and the Hamiltonian has derivative (2l+1)/2r², so ⟨r⁻²⟩ = 1/[n³(l+½)]. At s = −1, (9) reads ⟨r⁻²⟩ − Λ⟨r⁻³⟩ = 0, so

⟨r⁻³⟩ = 1/[n³ l(l+½)(l+1)].

At s = −2, with (2l+1)² − 4 = (2l−1)(2l+3) = 4Λ − 3, it reads −⟨r⁻²⟩/n² + 3⟨r⁻³⟩ − ½(4Λ−3)⟨r⁻⁴⟩ = 0, so

⟨r⁻⁴⟩ = 2(3n² − Λ)⟨r⁻³⟩/[n²(4Λ−3)].

At s = −3, allowed for l ≥ 2, (2l+1)² − 9 = 4(l−1)(l+2), and −2⟨r⁻³⟩/n² + 5⟨r⁻⁴⟩ = 3(l−1)(l+2)⟨r⁻⁵⟩. The left side is ⟨r⁻³⟩[10(3n²−Λ) − 2(4Λ−3)]/[n²(4Λ−3)], whose bracket is 6(5n² − 3Λ + 1). With 4Λ − 3 = 4(l−½)(l+3/2) and Z restored,

⟨r⁻⁵⟩ = Z⁵[5n² − 3l(l+1) + 1] / [2n⁵(l−1)(l−½)l(l+½)(l+1)(l+3/2)(l+2)].   (10)

The program tests (10) against quadrature for six states with n from 3 to 12. The shift is therefore

ΔE_WK = (α⁷Z⁸/225π)[5n² − 3l(l+1) + 1] / [n⁵(l−1)(l−½)l(l+½)(l+1)(l+3/2)(l+2)],  l ≥ 2.   (11)

This part has derived the repulsive r⁻⁵ tail (1) of the Wichmann-Kroll potential and the first-order level shift (11) that it produces in Schrödinger states with l ≥ 2. What remains is to examine how the shift depends on n and l, compare it with the Uehling shift, take the averages with Dirac states, and evaluate the example of hydrogen-like cerium.
